# Locating the conductance peak of an interface-trap continuum: a program that tests the result

```python
"""
Result under test: a uniform continuum of interface traps with one capture
time tau has a parallel conductance Gp with
    Gp/omega = Cit * ln(1 + x^2) / (2 x),   x = omega*tau,
whose only maximum is near x = 1.98 with height near 0.40 Cit.
Cit = e^2 D, D = trap density per area and energy, tau = 1/(c*ns),
c = capture coefficient, ns = equilibrium surface electron density.
eta = (trap energy - Fermi energy)/kT, f = equilibrium trap occupation.
Heights are in units of Cit and times in units of tau unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, lambertw


def loss_formula(x):
    return np.log1p(x * x) / (2 * x)


def driven_traps(x, amplitude, steps=1000):
    """Integrate the nonlinear rate equation under a sinusoidal potential.
    amplitude is in kT/e. Returns (Gp/omega, Cp), both over Cit."""
    eta = np.linspace(-25, 25, 501)
    spacing = eta[1] - eta[0]
    f_eq = expit(-eta)
    emission = np.exp(eta)            # detailed balance, in units 1/tau
    f = f_eq.copy()
    dt = 2 * np.pi / x / steps
    settling = int(np.ceil(12 * x / (2 * np.pi)))
    in_phase = quadrature = 0.0
    for k in range((settling + 1) * steps):
        n = np.exp(amplitude * np.sin(x * (k + 0.5) * dt))
        rate = n + emission
        target = n / rate
        f = target + (f - target) * np.exp(-rate * dt)
        if k >= settling * steps:
            charge = np.sum(f - f_eq) * spacing
            phase = x * (k + 1) * dt
            in_phase += charge * np.sin(phase)
            quadrature += charge * np.cos(phase)
    scale = 2 / (steps * amplitude)
    return -scale * quadrature, scale * in_phase


def energy_loss(x, density_slope=0.0, time_slope=0.0, hole_ratio=0.0,
                low=-60.0, high=60.0):
    """Gp/(omega Cit) by summing trap relaxation over energy.
    Slopes are exponents per kT; hole_ratio = (cp*ps)/(cn*ns)."""
    eta = np.linspace(low, high, 6001)
    f, empty = expit(-eta), expit(eta)
    rate = np.exp(-time_slope * eta) / f + hole_ratio / empty
    weight = f * empty * np.exp(density_slope * eta)
    return trapezoid(weight * x * rate / (rate**2 + x**2), eta)


def find_peak(curve):
    fit = minimize_scalar(lambda y: -curve(np.exp(y)), bounds=(-2, 4),
                          method="bounded", options={"xatol": 1e-9})
    return np.exp(fit.x), -fit.fun


# Rate equation in time against the closed forms for Gp and Cp
simulated = {}
for x in (0.5, 2.0, 6.0):
    loss, capacitance = driven_traps(x, 0.02)
    simulated[x] = loss
    assert abs(loss - loss_formula(x)) < 1e-3
    assert abs(capacitance - np.arctan(x) / x) < 1e-3

# Newton search for the stationary point, u = 1 + x^2
newton = [5.0]
for _ in range(4):
    u = newton[-1]
    newton.append(u - (np.log(u) + 2 / u - 2) / (1 / u - 2 / u**2))
x_peak = np.sqrt(newton[-1] - 1)
height = x_peak / (1 + x_peak**2)
x_direct, height_direct = find_peak(energy_loss)
u_lambert = -2 / lambertw(-2 * np.exp(-2)).real
assert abs(x_peak - x_direct) < 1e-5
assert abs(height - height_direct) < 1e-8
assert abs(newton[-1] - u_lambert) < 1e-10
assert abs(x_peak - 1.98) < 0.005 and abs(height - 0.40) < 0.005

# One maximum of Gp/omega, none of Gp, from the energy sum
x_grid = np.geomspace(0.01, 1000, 400)
losses = np.array([energy_loss(x) for x in x_grid])
assert np.count_nonzero(np.diff(np.sign(np.diff(losses)))) == 1
assert np.all(np.diff(x_grid * losses) > 0)

# Flatness of the peak and the energies that supply it
x_low = brentq(lambda x: loss_formula(x) - 0.99 * height, 0.2, x_peak)
x_high = brentq(lambda x: loss_formula(x) - 0.99 * height, x_peak, 20)


def eta_at_share(share):
    f = np.sqrt((1 + x_peak**2)**share - 1) / x_peak
    return np.log((1 - f) / f)


eta_top, eta_bottom = eta_at_share(0.05), eta_at_share(0.95)
central = energy_loss(x_peak, low=eta_bottom, high=eta_top)
assert abs(central / height - 0.90) < 1e-5

# Example: n-type silicon with its oxide, rough typical parameters
T = 300.0                    # K
doping = 1e16                # cm^-3
bending = 0.20               # eV
D = 1e11                     # cm^-2 eV^-1
cross_section = 1e-15        # cm^2
speed = 2e7                  # cm/s
gap, Nc, ni = 1.12, 2.8e19, 1e10      # eV, cm^-3, cm^-3
kT = const.k * T / const.e            # eV
ns = doping * np.exp(-bending / kT)
tau = 1 / (cross_section * speed * ns)
omega = x_peak / tau
frequency = omega / (2 * np.pi)
Cit = const.e * D                     # F/cm^2
peak_F = height * Cit
peak_angstrom = height * D * 1e-16    # eV^-1 angstrom^-2
bohr_cm = const.physical_constants["Bohr radius"][0] * 100
hartree_J = const.physical_constants["Hartree energy"][0]
D_atomic = D * bohr_cm**2 * hartree_J / const.e
Cit_from_atomic = D_atomic * const.e**2 / hartree_J / bohr_cm**2
assert abs(Cit_from_atomic / Cit - 1) < 1e-12

# Neglected effects for the same numbers
spread_V = 0.040                      # V, rough standard deviation
spread = spread_V / kT
v = np.linspace(-8 * spread, 8 * spread, 2001)
gauss = np.exp(-v**2 / (2 * spread**2)) / (spread * np.sqrt(2 * np.pi))


def patchy_loss(x):
    return trapezoid(gauss * loss_formula(x * np.exp(-v)), v)


x_patchy, h_patchy = find_peak(patchy_loss)
check = quad(lambda s: np.exp(-s * s / 2) / np.sqrt(2 * np.pi)
             * energy_loss(x_patchy * np.exp(-spread * s)), -8, 8)[0]
assert abs(check - h_patchy) < 1e-6
assert h_patchy < height

slope_eV = 0.20                       # eV per factor e, rough
s = kT / slope_eV
x_dens, h_dens = find_peak(lambda x: energy_loss(x, density_slope=s))
x_time, h_time = find_peak(lambda x: energy_loss(x, time_slope=s))

Ec_Ef_bulk = kT * np.log(Nc / doping)
Ec_Ef = Ec_Ef_bulk + bending
hole_ratio = (ni / ns)**2             # equal capture coefficients
x_hole, h_hole = find_peak(lambda x: energy_loss(
    x, hole_ratio=hole_ratio, low=-(gap - Ec_Ef) / kT, high=Ec_Ef / kT))

signal_V = 0.010                      # V, amplitude at the surface
h_signal = driven_traps(x_peak, signal_V / kT)[0]

eps_si = 11.7 * const.epsilon_0 / 100     # F/cm
eps_ox = 3.9 * const.epsilon_0 / 100
width = np.sqrt(2 * eps_si * bending / (const.e * doping))    # cm
C_dep = eps_si / width
field_ox = const.e * doping * width / eps_ox / 1e6            # MV/cm
R_series = 0.1                        # ohm cm^2, rough
Y = 1j * omega * C_dep + Cit / tau * np.log(1 + 1j * x_peak)
h_series = (1 / (R_series + 1 / Y)).real / omega / Cit

depth_nm, barrier, mass = 0.1, 3.5, 0.4   # nm, eV, electron masses
kappa = np.sqrt(2 * mass * const.m_e * barrier * const.e) / const.hbar
slowing = np.exp(2 * kappa * depth_nm * 1e-9)

donor_depth = 0.045                   # eV, rough shallow donor
neutral = 1 / (1 + 0.5 * np.exp((Ec_Ef_bulk - donor_depth) / kT))
T_hot = 350.0
ns_hot = doping * np.exp(-bending * const.e / (const.k * T_hot))
f_hot = (x_peak * cross_section * speed * np.sqrt(T_hot / T) * ns_hot
         / (2 * np.pi))


def percent(h):
    return 100 * (h / height - 1)


print("Newton u:", " ".join(f"{u:.6f}" for u in newton[:4]))
print(f"peak omega*tau = {x_peak:.5f}")
print(f"peak height / Cit = {height:.5f}")
print(f"Cit / peak height = {1 / height:.4f}")
print(f"direct maximum: x = {x_direct:.5f}, height = {height_direct:.5f}")
for x in simulated:
    print(f"x={x:.1f}: time run {simulated[x]:.4f},"
          f" formula {loss_formula(x):.4f}")
print(f"within 1% of peak: x = {x_low:.3f} to {x_high:.3f}")
print(f"90% of loss: E-EF = {eta_bottom * kT:.4f} to"
      f" {eta_top * kT:.4f} eV")
print(f"T = {T:.0f} K, kT = {kT:.5f} eV")
print(f"doping = {doping:.1e} cm^-3, bending = {bending:.2f} eV")
print(f"D = {D:.1e} cm^-2 eV^-1")
print(f"cross section = {cross_section:.1e} cm^2")
print(f"thermal speed = {speed:.1e} cm/s")
print(f"surface density ns = {ns:.3e} cm^-3")
print(f"capture time tau = {tau * 1e6:.3f} us")
print(f"peak omega = {omega:.4e} rad/s")
print(f"peak frequency = {frequency / 1e3:.2f} kHz")
print(f"Cit = {Cit * 1e9:.3f} nF/cm^2")
print(f"peak Gp/omega = {peak_F * 1e9:.3f} nF/cm^2")
print(f"peak Gp/(omega e^2) = {peak_angstrom:.3e} eV^-1 A^-2")
print(f"Ec-EF at surface = {Ec_Ef:.3f} eV, gap = {gap:.2f} eV")
print(f"potential spread = {spread_V * 1e3:.0f} mV")
print(f"  peak x = {x_patchy:.3f}, height = {h_patchy:.4f},"
      f" change {percent(h_patchy):.1f} %")
print(f"energy scale of slopes = {slope_eV:.2f} eV")
print(f"  sloped D: x = {x_dens:.3f}, height = {h_dens:.4f},"
      f" change {percent(h_dens):.1f} %")
print(f"  sloped tau: x = {x_time:.3f}, height = {h_time:.4f},"
      f" change {percent(h_time):.1f} %")
print(f"hole/electron capture ratio = {hole_ratio:.2e}")
print(f"  holes and finite gap: height change {percent(h_hole):.1e} %")
print(f"signal {signal_V * 1e3:.0f} mV: height change"
      f" {percent(h_signal):.2f} %")
print(f"depletion width = {width * 1e7:.1f} nm")
print(f"depletion capacitance = {C_dep * 1e9:.2f} nF/cm^2")
print(f"series R = {R_series:.1f} ohm cm^2: height change"
      f" {percent(h_series):.2f} %")
print(f"trap {depth_nm:.1f} nm inside oxide: tau times {slowing:.2f}")
print(f"  barrier = {barrier:.1f} eV, mass = {mass:.1f} m_e")
print(f"degeneracy: doping/Nc = {doping / Nc:.1e}, ns/Nc = {ns / Nc:.1e}")
print(f"neutral donors in bulk = {100 * neutral:.2f} %")
print(f"oxide field from depletion charge = {field_ox:.3f} MV/cm")
print(f"peak frequency at {T_hot:.0f} K = {f_hot / 1e3:.2f} kHz")
print("tests ok")
```

Output:

```
Newton u: 5.000000 4.921351 4.921554 4.921554
peak omega*tau = 1.98029
peak height / Cit = 0.40237
Cit / peak height = 2.4853
direct maximum: x = 1.98029, height = 0.40237
x=0.5: time run 0.2232, formula 0.2231
x=2.0: time run 0.4024, formula 0.4024
x=6.0: time run 0.3009, formula 0.3009
within 1% of peak: x = 1.652 to 2.388
90% of loss: E-EF = -0.0765 to 0.0458 eV
T = 300 K, kT = 0.02585 eV
doping = 1.0e+16 cm^-3, bending = 0.20 eV
D = 1.0e+11 cm^-2 eV^-1
cross section = 1.0e-15 cm^2
thermal speed = 2.0e+07 cm/s
surface density ns = 4.367e+12 cm^-3
capture time tau = 11.450 us
peak omega = 1.7294e+05 rad/s
peak frequency = 27.52 kHz
Cit = 16.022 nF/cm^2
peak Gp/omega = 6.447 nF/cm^2
peak Gp/(omega e^2) = 4.024e-06 eV^-1 A^-2
Ec-EF at surface = 0.405 eV, gap = 1.12 eV
potential spread = 40 mV
  peak x = 2.349, height = 0.2730, change -32.2 %
energy scale of slopes = 0.20 eV
  sloped D: x = 2.283, height = 0.3927, change -2.4 %
  sloped tau: x = 2.176, height = 0.4319, change 7.3 %
hole/electron capture ratio = 5.24e-06
  holes and finite gap: height change 3.0e-03 %
signal 10 mV: height change -1.31 %
depletion width = 160.8 nm
depletion capacitance = 64.42 nF/cm^2
series R = 0.1 ohm cm^2: height change 1.43 %
trap 0.1 nm inside oxide: tau times 3.36
  barrier = 3.5 eV, mass = 0.4 m_e
degeneracy: doping/Nc = 3.6e-04, ns/Nc = 1.6e-07
neutral donors in bulk = 0.41 %
oxide field from depletion charge = 0.075 MV/cm
peak frequency at 350 K = 89.78 kHz
tests ok
```
